\section*{Inferring an oxide-trap depth profile from a noise exponent}

\section*{Question}

The low-frequency noise of an n-channel silicon transistor, referred to its flat-band voltage, follows $S(f)\propto f^{-\gamma}$ with $\gamma=1.2$ between 1 Hz and 10 kHz. Attribute it to independent traps in the gate oxide that exchange electrons with the channel by elastic tunnelling. Let $x$ be the depth of a trap measured from the channel. The tunnelling \emph{probability} falls as $e^{-x/\lambda}$ with $\lambda=0.1$ nm, so a trap relaxes in the time
\begin{equation}
\tau(x)=\tau_0e^{x/\lambda},\qquad \tau_0=10^{-10}\ \mathrm{s}.
\end{equation}
The trap density per volume and energy is taken to be $N(x)=N_0e^{x/L}$, flat in energy over several $kT$; $L$ may have either sign.

Data: gate area $A=100\ \mu\mathrm{m}^2$, oxide thickness $t=10$ nm, capacitance per area $C=0.3453\ \mu\mathrm{F/cm^2}$, $T=300$ K, and $S=5.0\times10^{-14}\ \mathrm{V^2/Hz}$ at 100 Hz. Spectra are one-sided and $\omega=2\pi f$.

\begin{enumerate}
\item[(a)] Find the occupation noise of one trap.
\item[(b)] Sum over traps, treating their charge as if it lay at the channel interface.
\item[(c)] Infer $L$ and state when the inference holds.
\item[(d)] Find the depths probed and the absolute density.
\item[(e)] How much detail, and how small a device, does the method allow?
\item[(f)] Assess the neglected electrostatics and the assumption of elastic tunnelling.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) One trap}

Let $p$ be the Fermi occupation of channel states at the trap energy. Elastic tunnelling fills an empty trap at rate $p/\tau$ and empties a full one at rate $(1-p)/\tau$. The probability $P$ that the trap is full obeys
\begin{equation}
\frac{dP}{dt}=\frac{p}{\tau}(1-P)-\frac{1-p}{\tau}P=\frac{p-P}{\tau}.
\end{equation}
The relaxation time is therefore $\tau$ whatever the value of $p$. A trap full at $t=0$ is full later with probability $p+(1-p)e^{-t/\tau}$. Multiplying by the initial probability $p$ and subtracting the squared mean $p^2$ gives the autocovariance $p(1-p)e^{-t/\tau}$. The one-sided spectrum is four times its cosine transform over positive times:
\begin{align}
S_1&=4p(1-p)\,\mathrm{Re}\int_0^\infty e^{-t/\tau+i\omega t}\,dt
=4p(1-p)\,\mathrm{Re}\,\frac{1}{1/\tau-i\omega}\nonumber\\
&=4p(1-p)\frac{\tau}{1+\omega^2\tau^2}.
\end{align}

\subsection*{(b) All traps}

One electron shifts the flat-band voltage by $q/(AC)$ in magnitude. Independent traps add in power, and there are $AN\,dx\,dE$ of them in $dx\,dE$. The Fermi function satisfies $p(1-p)=-kT\,dp/dE$, so
\begin{equation}
\int p(1-p)\,dE=kT\,[p(-\infty)-p(\infty)]=kT.
\end{equation}
Hence
\begin{equation}
S(f)=\frac{4q^2kT}{AC^2}\int_0^t N(x)\frac{\tau}{1+\omega^2\tau^2}\,dx .
\end{equation}
If $N$ is counted per eV, $kT$ is entered in eV. Define the depth $x_f$ by $\omega\tau(x_f)=1$, and set $u=(x-x_f)/\lambda$. Then $\omega\tau=e^u$ and
\begin{equation}
\frac{\tau}{1+\omega^2\tau^2}=\frac1\omega\frac{e^u}{1+e^{2u}}=\frac{1}{2\omega\cosh u}.
\end{equation}
With $\omega=2\pi f$ the prefactor is $4/(4\pi f)$, so
\begin{equation}
S(f)=\frac{q^2kT}{\pi AC^2f}\int_0^t\frac{N(x)}{\cosh[(x-x_f)/\lambda]}\,dx. \label{read}
\end{equation}
Each frequency reads the density near one depth, smoothed over a few $\lambda$.

\subsection*{(c) The profile}

Put $a=\lambda/L$. Then $N(x)=N(x_f)e^{au}$ and $dx=\lambda\,du$. If the distance from $x_f$ to each oxide face is many times $\lambda/(1-|a|)$, the limits may be extended to infinity, which requires
\begin{equation}
I(a)=\int_{-\infty}^{\infty}\frac{e^{au}}{\cosh u}\,du,\qquad |a|<1.
\end{equation}
Close the contour along the line $\mathrm{Im}\,u=\pi$. There $\cosh(u+i\pi)=-\cosh u$, and the return path contributes $+e^{i\pi a}I$. The vertical ends vanish because $|a|<1$. The enclosed pole at $u=i\pi/2$ has residue $e^{i\pi a/2}/\sinh(i\pi/2)=e^{i\pi a/2}/i$. Thus
\begin{equation}
(1+e^{i\pi a})I=2\pi e^{i\pi a/2}
\quad\Longrightarrow\quad I=\frac{\pi}{\cos(\pi a/2)}.
\end{equation}
Equation (\ref{read}) becomes
\begin{equation}
S(f)=\frac{q^2kT\lambda}{AC^2f}\,\frac{N(x_f)}{\cos(\pi a/2)}. \label{level}
\end{equation}
From the definition of $x_f$,
\begin{equation}
x_f=-\lambda\ln(\omega\tau_0),\qquad N(x_f)=N_0(\omega\tau_0)^{-a}.
\end{equation}
The spectrum therefore varies as $f^{-1-a}$, and
\begin{equation}
\boxed{\;L=\frac{\lambda}{\gamma-1}=\frac{0.1\ \mathrm{nm}}{0.2}=0.5\ \mathrm{nm}\;}
\end{equation}
The density \emph{rises} into the oxide as $e^{x/(0.5\,\mathrm{nm})}$. Deeper traps are slower, so a rising density adds noise at low frequency and steepens the spectrum. A uniform density, $L\to\infty$, gives $\gamma=1$; a density falling into the oxide gives $\gamma<1$. The condition $|a|<1$ means $0<\gamma<2$.

If 0.1 nm were instead the attenuation length of the wave \emph{amplitude}, the probability length would be 0.05 nm and $L$ would be 0.25 nm. The uncertainty in $\gamma$ is magnified because $L$ depends on $\gamma-1$: an error of $\pm0.02$ puts $L$ between 0.455 and 0.556 nm.

\subsection*{(d) Depths and density}

At 100 Hz, $\omega\tau_0=6.28\times10^{-8}$, so $x_f=1.66$ nm. The band edges give 1.20 nm at 10 kHz and 2.12 nm at 1 Hz. Four decades of frequency thus cover 0.92 nm of oxide, over which the density grows by $10^{4\times0.2}=6.3$.

Solving (\ref{level}) for the density, with $C=3.453\times10^{-3}\ \mathrm{F/m^2}$ and $kT=0.02585$ eV,
\begin{align}
N(x_f)&=\cos\!\left(\frac{\pi a}{2}\right)\frac{fSAC^2}{q^2kT\lambda}\nonumber\\
&=0.951\times8.98\times10^{16}
=8.5\times10^{16}\ \mathrm{cm^{-3}\,eV^{-1}}.
\end{align}
At the shallow and deep ends the densities are $3.4\times10^{16}$ and $2.1\times10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$. The formula for a uniform density, which omits the cosine, would be 5\% too high relative to this result.

Extrapolation to $x=0$ gives $3.1\times10^{15}\ \mathrm{cm^{-3}\,eV^{-1}}$, but this band does not measure that region. On the deep side the exponential must continue somewhat past the nominal window: 1.4\% of the noise at a given frequency comes from traps more than 0.5 nm deeper than $x_f$. The exponential need not continue through the whole oxide.

An error of one decade in $\tau_0$ moves all depths by $\lambda\ln10=0.23$ nm. With the charge treated as lying at the interface, it changes neither $L$ nor the density assigned to a given frequency; once the image factor of part (f) is included, it moves that density by about 6\%.

\subsection*{(e) Resolution and individual traps}

Multiply the profile by $1+\epsilon\cos kx$. Writing the cosine as the real part of $e^{ikx}$ replaces $a$ by $a+ik\lambda$ in $I$; the contour argument still holds because the real part of the exponent is unchanged. The relative ripple in $fS$ is therefore smaller than $\epsilon$ by the factor
\begin{equation}
\left|\frac{\cos(\pi a/2)}{\cos[\pi(a+ik\lambda)/2]}\right|.
\end{equation}
For a ripple of period 0.3 nm this is 0.071. A 50\% density ripple would appear as a 3.5\% ripple in $fS$, so an apparently straight spectrum does not exclude such structure. The exponential is a smooth description, assumed in form and fitted in slope.

A smooth spectrum also needs many traps. Since $dx=\lambda\,d(\ln\tau)$, the number per decade of relaxation time, counted in an energy interval $4kT$, is
\begin{equation}
n=N(x_f)\,\lambda\ln(10)\,4kT\,A .
\end{equation}
This gives about 200 at the 100 Hz depth for $100\ \mu\mathrm{m}^2$, but 2 for $1\ \mu\mathrm{m}^2$.

The consequence was simulated by placing traps at random with the inferred density, over depths of 0 to 3 nm and energies within $8kT$ of the Fermi level, and fitting each device at nine frequencies across the band. For 150 devices of $100\ \mu\mathrm{m}^2$ the exponent was 1.200 on average with a standard deviation of 0.007. For 400 devices of $1\ \mu\mathrm{m}^2$ it was 1.213 with a standard deviation of 0.079. An error of 0.079 about $\gamma=1.2$ spreads $L$ from 0.36 to 0.83 nm, so one small device determines the profile poorly even without measurement error. The simulation gives every trap the same step $q/(AC)$. Step heights in real small devices vary from trap to trap; if they were exponentially distributed, the $1\ \mu\mathrm{m}^2$ standard deviation would be about 0.15.

\subsection*{(f) Neglected effects and real oxides}

\paragraph{Image charge.} A charge at depth $x$ sends field lines to both channel and gate. With both potentials fixed, the fields on its two sides satisfy $E_{\rm ch}x=E_{\rm g}(t-x)$. The channel's share of the image charge is then
\begin{equation}
\frac{E_{\rm ch}}{E_{\rm ch}+E_{\rm g}}=1-\frac{x}{t}.
\end{equation}
Noise power carries the square of this factor, whose logarithmic slope is $-2/(t-x)$. For a slowly varying factor,
\begin{equation}
\gamma-1\simeq\lambda\left(\frac1L-\frac{2}{t-\bar x}\right),
\end{equation}
where $\bar x$ is the noise-weighted mean depth. Because $d\ln I/da$ is the mean of $u$,
\begin{equation}
\bar x=x_f+\frac{\pi\lambda}{2}\tan\frac{\pi a}{2}=1.71\ \mathrm{nm}
\end{equation}
at 100 Hz. The correction $2/(10-1.71)=0.241\ \mathrm{nm}^{-1}$ changes the inferred $1/L$ from 2 to $2.241\ \mathrm{nm}^{-1}$, so $L=0.446$ nm. This is an 11\% reduction relative to 0.5 nm. The absolute density changes more. To a good approximation, part (d) inferred the product $N(x_f)(1-x_f/t)^2$, and at 100 Hz the second factor is $(1-0.166)^2=0.70$. The corrected density there is therefore about $1.2\times10^{17}\ \mathrm{cm^{-3}\,eV^{-1}}$ instead of $8.5\times10^{16}$.

\paragraph{Energy dependence.} In an oxide field $F$ with positive gate bias, the oxide band edge at depth $x$ is lowered by $qFx$ relative to the Fermi level. The noise then samples traps closer to that edge as $x$ grows. Suppose the density is uniform in depth but rises towards the band edge as $e^{E/E_0}$. The sampled density contains $e^{qFx/E_0}$, which imitates $e^{x/L}$ when $E_0=qFL$. At 1 MV/cm this is $0.1\times0.5=0.05$ eV. One spectrum at one bias cannot separate the two cases. With $\lambda$ held fixed, a pure depth profile gives a slope independent of $F$, whereas the imitation has $\gamma-1=\lambda qF/E_0$. In a real oxide the field also lowers the barrier and lengthens $\lambda$: for the silicon barrier given below, a depth profile with $\gamma=1.20$ at zero field gives 1.21 at 1 MV/cm and 1.22 at 3 MV/cm, a much weaker change than in the imitation. The imitation needs $E_0>kT$, and at $E_0=0.05$ eV the energy integral is $1.63\,kT$ instead of $kT$.

\paragraph{The silicon case.} The parameters are rough values for a transistor with a fairly thick silicon dioxide gate insulator; thin or layered insulators need a different calculation. With a barrier $\Phi=3.1$ eV and a tunnelling mass $m$ of 0.42 electron masses, $\lambda=\hbar/(2\sqrt{2m\Phi})=0.086$ nm, which would make $L=0.43$ nm before the image correction. The mass is not well known: values from 0.30 to 0.50 give $L$ from 0.51 to 0.39 nm, and a two-band dispersion with a 9 eV gap raises the result for 0.42 to 0.53 nm. A field of 1 MV/cm, roughly a tenth of breakdown, raises the local $\lambda$ by about 3\% at the deep end, which this shorter $\lambda$ places near 1.8 nm. Elastic exchange also needs channel states at the trap energy. If these exist only above the conduction-band edge and the Fermi level lies at that edge, half the noise integral is lost: the inferred density doubles and $L$ is unchanged.

Real oxides can also break the assumption of elasticity, since capture by many oxide traps is thermally activated. A common barrier $E_B$ multiplies $\tau$ by $e^{E_B/kT}$. It makes every inferred depth smaller by $\lambda E_B/kT$, which is 0.77 nm for $E_B=0.2$ eV, and leaves $L$ unchanged as long as the shifted depths stay several $\lambda$ from the interface. At $E_B=0.3$ eV the shallow end reaches 0.04 nm and $\gamma=1.2$ requires $L=0.56$ nm. A broad distribution of barriers is more damaging. At fixed depth $\ln\tau$ is linear in $E_B$, so a distribution $e^{E_B/E_1}$ gives $\gamma-1=kT/E_1$ by the same integral. With barriers from zero to 0.7 eV and no depth gradient, the value $E_1=0.13$ eV would produce $\gamma=1.20$ at 300 K for traps all 0.5 nm deep, and 1.21 for traps spread uniformly through the oxide. If the barriers stopped at 0.3 eV, the uniformly spread traps would give $\gamma$ close to 1. The 0.5 nm profile is thus conditional on elastic tunnelling; the exponent alone does not establish that mechanism.

\section*{Table of computed values}
\begin{verbatim}
Observed exponent gamma: 1.20
Probability attenuation length: 0.100 nm
Prefactor time tau0: 1.0e-10 s
Temperature: 300 K; kT: 0.02585 eV
Oxide thickness: 10.0 nm; relative permittivity: 3.9
Oxide capacitance: 0.3453 uF/cm2
Gate area: 100 um2
Noise at 100 Hz: 5.00e-14 V^2/Hz
Band: 1 to 10000 Hz
Ratio a = lam/L: 0.200
Profile length L, formula: 0.5000 nm
Profile length L, root of numerical spectrum: 0.5000 nm
Exponent from direct depth integral: 1.20000
L if 0.1 nm is the amplitude length: 0.2500 nm
Depth at 10000 Hz: 1.198 nm
Depth at 100 Hz: 1.658 nm
Depth at 1 Hz: 2.119 nm
Window width: 0.921 nm
Density ratio across window: 6.310
Factor cos(pi a/2): 0.9511
Density by uniform formula, 100 Hz: 8.984e+16 cm^-3 eV^-1
Density at 100 Hz depth: 8.545e+16 cm^-3 eV^-1
Density at shallow end: 3.402e+16 cm^-3 eV^-1
Density at deep end: 2.146e+17 cm^-3 eV^-1
Extrapolated to x=0 (not measured): 3.100e+15 cm^-3 eV^-1
Noise at 100 Hz from direct integral: 5.0000e-14 V^2/Hz
Mean noise-weighted depth, 100 Hz: 1.709 nm
Ripple period: 0.30 nm; surviving fraction: 0.0708
Noise from beyond 0.5 nm deeper: 1.39 %
Noise from beyond 0.5 nm shallower: 0.125 %
L for gamma +/- 0.02: 0.455 to 0.556 nm
Depth shift per decade of tau0: 0.230 nm
Exponent of same profile with image factor: 1.1759
L corrected for image factor: 0.446 nm
Barrier: 3.1 eV; mass: 0.42 electron masses
Attenuation length from barrier: 0.0855 nm
L with that attenuation length: 0.428 nm
Oxide field: 1.0 MV/cm
Attenuation length change at deep end: 3.60 %
Band tilt across window: 0.0921 eV
Energy scale imitating whole slope: 0.0500 eV
Depth shift by 0.2 eV capture barrier: 0.774 nm
Noise share above band edge at Fermi level: 0.500
Gate/channel exchange rate, deep end: 9.4e-26
Active traps (4kT) per decade, 100 um2: 203.5
Active traps (4kT) per decade, 1 um2: 2.03
Random traps, mean noise at 100 Hz: 5.003e-14 V^2/Hz
Random traps, 100 um2 exponent: 1.200 mean, 0.007 spread
Random traps, 1 um2 exponent: 1.213 mean, 0.079 spread
\end{verbatim}
